\section*{Finite-cell energy correction for a charged dopant in a cubic supercell, part 2}

A defect of charge $q$ (singly ionised donor $+1$, acceptor $-1$) is repeated periodically in cubic cells of edge $L$, with a uniform background $-q/L^3$ making each cell neutral. We seek the error $W_{\rm per}-W_{\rm iso}$, where $W_{\rm per}$ is the energy per cell and $W_{\rm iso}$ that of the isolated defect. Hartree atomic units are used: elementary charge 1, lengths in bohr, energies in hartree. The host responds linearly, with macroscopic dielectric constant $\varepsilon$ (electronic for clamped ions, static for relaxed ones). $\mathbf R$ and $\mathbf G$ are direct and reciprocal lattice vectors. The leading error is
\begin{equation}
W_{\rm per}(L)-W_{\rm iso}=-\frac{\alpha q^2}{2\varepsilon L}+O(L^{-3}),
\label{eq:main}
\end{equation}
with $\alpha=2.8373$ for the simple cubic lattice. The zero-mean potential $\varphi$ of the point charges and background is
\begin{equation}
\varphi(\mathbf r)=\frac q\varepsilon\,v(\mathbf r),\qquad
v(\mathbf r)=\frac{4\pi}{L^3}\sum_{\mathbf G\ne0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2}.
\label{eq:v}
\end{equation}
Near a site, $\psi=v-1/r$ is
\begin{equation}
\psi(\mathbf r)=-\frac\alpha L+\frac{2\pi r^2}{3L^3}+O\!\left(\frac{r^4}{L^5}\right).
\label{eq:psi}
\end{equation}
Gradual charging, with $\rho$ the defect charge plus background, gives
\begin{equation}
W_{\rm per}=\int_0^1t\,dt\int_{\rm cell}\rho\varphi\,d^3r=\frac12\int_{\rm cell}\rho\varphi\,d^3r .
\label{eq:work}
\end{equation}
For a localised defect density $\rho_d$,
\begin{equation}
W_{\rm per}-W_{\rm iso}=\frac1{2\varepsilon}\iint\rho_d(\mathbf r)\rho_d(\mathbf r')\,\psi(\mathbf r-\mathbf r')\,d^3r\,d^3r' .
\label{eq:double}
\end{equation}
For every $\eta>0$,
\begin{align}
-\frac\alpha L={}&\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\eta R)}R
+\frac{4\pi}{L^3}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}
-\frac{2\eta}{\sqrt\pi}-\frac{\pi}{\eta^2L^3}.
\label{eq:ewald}
\end{align}
Let the defect density have transform $\rho(\mathbf k)$, with $\rho(0)=q$, and the medium respond at wave number $k$ with $\varepsilon(k)$, where $\varepsilon(0)=\varepsilon$. For a spherical defect, $f(k)=|\rho(k)|^2/\varepsilon(k)=f_0+f_2k^2+\dots$, with $f_0=q^2/\varepsilon$. Then
\begin{equation}
W_{\rm iso}=\frac12\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi f(k)}{k^2}
=\frac1{4\pi^2}\int_0^\infty4\pi k^2\,\frac{f(k)}{k^2}\,dk=\frac1\pi\int_0^\infty f(k)\,dk .
\label{eq:wiso}
\end{equation}
\begin{equation}
W_{\rm per}=\frac{L^3}2\sum_{\mathbf G\ne0}\frac{\rho^*(\mathbf G)}{L^3}\,\frac{4\pi\rho(\mathbf G)}{\varepsilon(G)G^2L^3}
=\frac{2\pi}{L^3}\sum_{\mathbf G\neq0}\frac{f(G)}{G^2}.
\label{eq:wper}
\end{equation}
The numerical output also checks $\alpha$ by a direct sum over neutral cubes, each a point charge with its own background. For $L=q=\varepsilon=1$, their potential at the central site, without the central charge itself, is $S$; removing the mean potential gives $-\alpha=S-\pi/6$.

\subsection{Separating the powers of the cell length}

The integrand $f/k^2$ is singular at $k=0$, which is where the sum has its gap. A Gaussian reference with the same singularity, $f_{\rm ref}(k)=f_0e^{-s^2k^2}$ with any length $s>0$, isolates the difficulty. The difference
\begin{equation}
h(k)=\frac{f(k)-f_0e^{-s^2k^2}}{k^2},\qquad h(0)=f_2+s^2f_0,
\end{equation}
is smooth at the origin. Let $\hat h(\mathbf r)=\int h\,e^{i\mathbf k\cdot\mathbf r}d^3k/(2\pi)^3$. Summed over lattice translations, $\hat h$ is a periodic function with coefficients $h(G)/L^3$. Its value at the origin gives the Poisson summation formula,
\begin{equation}
\frac1{L^3}\sum_{\mathbf G}h(G)=\hat h(0)+\sum_{\mathbf R\ne0}\hat h(\mathbf R).
\end{equation}
Multiply by $2\pi$. As in \eqref{eq:wiso}, $2\pi\hat h(0)$ is the difference of the isolated energies of $f$ and the reference. The left side includes $\mathbf G=0$, which \eqref{eq:wper} does not, so this term must be subtracted:
\begin{align}
W_{\rm per}-W_{\rm per}^{\rm ref}={}&W_{\rm iso}-W_{\rm iso}^{\rm ref}
-\frac{2\pi}{L^3}\left(f_2+s^2f_0\right)+2\pi\sum_{\mathbf R\ne0}\hat h(\mathbf R).
\label{eq:diff}
\end{align}

The reference itself is covered by \eqref{eq:ewald}. Set $\eta=1/(2s)$, so that $e^{-G^2/4\eta^2}=e^{-s^2G^2}$, and multiply by $f_0/2$:
\begin{align}
-\frac{\alpha f_0}{2L}={}&\frac{f_0}2\sum_{\mathbf R\neq0}\frac{\operatorname{erfc}(R/2s)}R
+W_{\rm per}^{\rm ref}-\frac{f_0}{2\sqrt\pi\,s}-\frac{2\pi s^2f_0}{L^3}.
\end{align}
The third term on the right is $-W_{\rm iso}^{\rm ref}$, because $\int_0^\infty e^{-s^2k^2}dk=\sqrt\pi/(2s)$. Therefore
\begin{equation}
W_{\rm per}^{\rm ref}-W_{\rm iso}^{\rm ref}=-\frac{\alpha f_0}{2L}+\frac{2\pi s^2f_0}{L^3}
-\frac{f_0}{2}\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(R/2s)}R .
\end{equation}
Adding this to \eqref{eq:diff} cancels the arbitrary $s^2$ terms:
\begin{equation}
W_{\rm per}-W_{\rm iso}=-\frac{\alpha q^2}{2\varepsilon L}-\frac{2\pi f_2}{L^3}+T(L).
\label{eq:full}
\end{equation}
Here $T$ collects the two sums over $\mathbf R\neq0$. For the smooth spectra used below it decays exponentially or faster with $L$.

The leading term contains $f$ at $k=0$ only, that is, the total charge and the macroscopic dielectric constant. Neither the width of the charge nor the poor screening at short range can change it. Both enter through $f_2$, at order $L^{-3}$.

\subsection{A model of short-range screening}

Take a Gaussian defect with $\rho(k)=q\,e^{-\sigma^2k^2/2}$ and the response
\begin{equation}
\varepsilon(k)=1+\frac{\varepsilon-1}{1+\lambda^2k^2}=\frac{\varepsilon+\lambda^2k^2}{1+\lambda^2k^2}.
\end{equation}
The length $\lambda$ sets the scale below which screening weakens; $\lambda=0$ is a medium with the same response at every wavelength. To order $k^2$,
\begin{align}
\frac1{\varepsilon(k)}&=\frac1\varepsilon\,\frac{1+\lambda^2k^2}{1+\lambda^2k^2/\varepsilon}
\simeq\frac1\varepsilon\Big[1+\lambda^2k^2\Big(1-\frac1\varepsilon\Big)\Big],\\
f_2&=\frac{q^2}\varepsilon\Big[\lambda^2\Big(1-\frac1\varepsilon\Big)-\sigma^2\Big].
\label{eq:f2}
\end{align}
The two contributions compete, so the $L^{-3}$ term has no fixed sign.

For $\lambda=0$ the result can be checked against the double integral \eqref{eq:double}. The mean of $|\mathbf r-\mathbf r'|^2$ for two points drawn from the Gaussian is $6\sigma^2$. The quadratic term of $\psi$ then gives
\begin{equation}
\frac{q^2}{2\varepsilon}\,\frac{2\pi}{3L^3}\,6\sigma^2=\frac{2\pi q^2\sigma^2}{\varepsilon L^3},
\end{equation}
which is $-2\pi f_2/L^3$. It is positive because a spread charge samples the regions away from the site, where $\psi$ is higher.

For $\lambda>0$ the meaning appears in real space. With $\kappa^2=\varepsilon/\lambda^2$, partial fractions give
\begin{equation}
\frac1{k^2\varepsilon(k)}=\frac{k^2+1/\lambda^2}{k^2(k^2+\kappa^2)}
=\frac1{\varepsilon k^2}+\Big(1-\frac1\varepsilon\Big)\frac1{k^2+\kappa^2}.
\end{equation}
Two unit charges in this medium interact by
\begin{equation}
\frac1{\varepsilon r}+\Big(1-\frac1\varepsilon\Big)\frac{e^{-\kappa r}}r .
\end{equation}
At short distance this tends to the bare $1/r$, and at long distance to $1/(\varepsilon r)$. The additional repulsion is of short range, so neighbouring copies hardly feel it. The uniform background, however, reaches into the defect and is attracted more strongly there. The integral of the short-range term over all space is $J=4\pi(1-1/\varepsilon)/\kappa^2$, so this extra attraction is $-q^2J/L^3$. The background also repels itself more strongly, by $+q^2J/(2L^3)$ per cell. The sum, $-q^2J/(2L^3)=-2\pi q^2\lambda^2(1-1/\varepsilon)/(\varepsilon L^3)$, is the $\lambda$ part of $-2\pi f_2/L^3$ and lowers the energy.

\subsection{Worked example}

Let $q=1$, $\varepsilon=12$ and $\sigma=1.5$ bohr. These are round model parameters. For $L=20$ bohr the leading correction is
\begin{equation}
\frac{\alpha q^2}{2\varepsilon L}=\frac{2.8373}{2\times12\times20}
=5.911\times10^{-3}\ \text{hartree}=0.161\ \text{eV}.
\end{equation}
For the next term, \eqref{eq:f2} gives, in bohr squared,
\begin{align}
\lambda=0:&\quad f_2=\frac{-2.25}{12}=-0.1875,\\
\lambda=4\ \text{bohr}:&\quad f_2=\frac{16\times\frac{11}{12}-2.25}{12}=1.0347 .
\end{align}
The table lists the error relative to the isolated energy of the same model, in millihartree, before any correction (``raw'') and after the leading correction has been added (``corr.'').

\begin{center}
\begin{tabular}{rrrrr}
 & \multicolumn{2}{c}{$\lambda=0$} & \multicolumn{2}{c}{$\lambda=4$ bohr}\\
$L$/bohr & raw & corr. & raw & corr.\\
\hline
20 & $-5.764$ & $0.147$ & $-6.724$ & $-0.813$\\
30 & $-3.897$ & $0.044$ & $-4.181$ & $-0.241$\\
40 & $-2.937$ & $0.018$ & $-3.057$ & $-0.102$\\
60 & $-1.965$ & $0.005$ & $-2.000$ & $-0.030$
\end{tabular}
\end{center}

At $L=20$ bohr the leading correction leaves $0.147/5.764=2.6\%$ of the raw error for $\lambda=0$, and $0.813/6.724=12\%$ for $\lambda=4$ bohr. The remainders have opposite signs, as the values of $f_2$ require. For $\lambda=4$ bohr, for example,
\begin{equation}
-\frac{2\pi f_2}{L^3}=-\frac{2\pi\times1.0347}{8000}=-0.813\times10^{-3}\ \text{hartree}.
\end{equation}

Between $L=30$ and $60$ bohr the corrected errors fall with the power $3.000$ in both cases. The raw errors fall with the effective powers $0.988$ and $1.064$. The departure from 1 is the $L^{-3}$ term at work. For $\lambda=0$ it opposes the leading term, mostly in the smaller cell, and so flattens the decay. For $\lambda=4$ bohr it reinforces the leading term and steepens the decay. A power fitted to raw energies over a limited range of cells would therefore not be exactly 1, although the leading law is.

After the $L^{-3}$ term is removed as well, the error for $\lambda=4$ bohr is $2.2\times10^{-5}$ millihartree at $L=20$ bohr and $2.6\times10^{-9}$ at $L=30$ bohr. This is the short-range repulsion from the six nearest copies. Smearing both charges multiplies the tail $e^{-\kappa r}/r$ by $e^{\sigma^2\kappa^2}$, which is the factor $e^{-\sigma^2k^2}$ taken at $k^2=-\kappa^2$. Thus
\begin{equation}
T(L)\simeq\frac{6q^2}{2}\Big(1-\frac1\varepsilon\Big)e^{\sigma^2\kappa^2}\,\frac{e^{-\kappa L}}L,
\qquad \kappa^2=\frac{12}{16}\ \text{bohr}^{-2}.
\end{equation}
This expression gives $2.2\times10^{-5}$ and $2.6\times10^{-9}$ millihartree, in agreement with the computed values. For $\lambda=0$ the residues are of order $10^{-15}$ millihartree and show only rounding.

\subsection{Removing the next term without knowing it}

In a real crystal $f_2$ is not known beforehand. If the energies $C_1$ and $C_2$, already corrected at leading order, are available for two edges $L_1$ and $L_2$, the form $C_i=W_{\rm iso}-2\pi f_2/L_i^3$ gives two linear equations. Multiplying each by $L_i^3$ and subtracting eliminates $f_2$:
\begin{equation}
W_{\rm iso}=\frac{L_2^3C_2-L_1^3C_1}{L_2^3-L_1^3}.
\end{equation}
For $\lambda=4$ bohr and edges of 20 and 30 bohr, the cubes are in the ratio $8:27$. The errors in the table combine to
\begin{equation}
\frac{27(-0.241)-8(-0.813)}{19}=-0.000\ \text{millihartree},
\end{equation}
so the remainder cancels to the digits shown. In an atomistic calculation the elimination removes every contribution proportional to $L^{-3}$, whatever its origin. The leading elastic interaction of relaxed defects is of this kind. Size effects with a different dependence on $L$, such as the overlap of defect orbitals, must be absent or treated separately.

\subsection{Consequence for dopant incorporation}

The formation energy of a dopant in charge state $q$ is
\begin{equation}
E_f=E_{\rm def}-E_{\rm host}-\sum_in_i\mu_i+q\,(E_V+E_F+\Delta V)+\frac{\alpha q^2}{2\varepsilon L}.
\end{equation}
Here $E_{\rm def}$ and $E_{\rm host}$ are the energies of the cell with and without the defect. The number $n_i$ counts atoms of species $i$ added, at chemical potential $\mu_i$ set by the growth conditions. $E_F$ is the Fermi level measured from the valence band edge $E_V$ of the host.

The shift $\Delta V$ aligns the zero of potential of the defect cell with that of the host. It is needed because the electrons exchanged with the reservoir are counted at an energy taken from a different calculation, with its own zero of potential. The last term does not replace this alignment, but the two must not count the same effect twice. Far from the defect, the electron potential energies $V_{\rm def}$ and $V_{\rm host}$ of the two cells differ by a constant and by $-\varphi$, the contribution of the periodic charge and its background. Only the constant belongs in the alignment, so
\begin{equation}
\Delta V=(V_{\rm def}-V_{\rm host})_{\rm far}+\varphi_{\rm far},
\end{equation}
with $\varphi$ the zero-mean potential of \eqref{eq:v}. For a compact charge at the centre of the cell, $\varphi\simeq-0.80\,q/(\varepsilon L)$ at the corners. Leaving out $\varphi_{\rm far}$ there would add a spurious $0.80\,q^2/(\varepsilon L)$ to the formation energy, more than half of the correction itself, and the error would again fall only as $1/L$. The constant that remains is not purely a choice of zero. The finite width of the charge and the weaker screening at short range add a part of order $L^{-3}$ to it, so the alignment changes the remainder at that order. In the model this part is $4\pi q\,[\lambda^2(1-1/\varepsilon)-\sigma^2/2]/(\varepsilon L^3)$. It cancels the remainder for $\lambda=0$, but for $\lambda=4$ bohr and $L=20$ bohr it turns $-0.813$ into $+0.960$ millihartree, so alignment does not by itself remove the $L^{-3}$ error. The two-cell elimination above removes this part too, provided the alignment is included in $C_1$ and $C_2$.

In the dilute limit the concentration is proportional to $e^{-E_f/k_BT}$. At fixed chemical potentials and fixed Fermi level, omitting the last term multiplies it by
\begin{equation}
\exp\!\left(\frac{\alpha q^2}{2\varepsilon Lk_BT}\right)
=\exp\!\left(\frac{0.1608}{0.08617}\right)=6.5
\end{equation}
for $q=\pm1$, $L=20$ bohr and a growth temperature of $1000$ K. The full model error gives a factor of $6.2$ for $\lambda=0$ and $8.4$ for $\lambda=4$ bohr. With the leading correction alone, and no alignment term, these become $0.955$ and $1.293$, relative to the true concentration of the model. For $|q|=2$ the correction is four times as large, $0.643$ eV, and the factor is the fourth power of the one above, about $1.7\times10^3$. Multiply charged defects are thus favoured much too strongly by uncorrected energies.

The Fermi level is fixed when other dopants or thermal carriers determine it. If a single donor supplies nearly all the carriers, the error acts back on itself. For nondegenerate electrons the density $n$ is proportional to $e^{E_F/k_BT}$, while the density $c$ of ionised donors is proportional to $e^{-(E_0+E_F)/k_BT}$, with $E_0$ the formation energy at $E_F=0$. The product $nc$ does not contain $E_F$. Neutrality, $n=c$, then gives
\begin{equation}
c\propto e^{-E_0/2k_BT}.
\end{equation}
The error factor is now the square root of the former one, about $2.5$ for $q=1$. Too many donors raise the Fermi level, and this makes further donors more costly.

The correction also moves charge transition levels. A donor changes from charge $+1$ to neutral at the Fermi level where $E_0+E_F$ equals the formation energy of the neutral state. Raising $E_0$ by $0.161$ eV lowers this level by the same amount. For an acceptor $E_F$ enters with the opposite sign, and the level rises by that amount.

\subsection{Where the result fails}

The correction vanishes as $L\to\infty$, and also as $\varepsilon\to\infty$, where the medium screens the charge completely at long range. For $\varepsilon=1$ it is largest and describes a charged object in empty space. Between these limits it depends on the following conditions.

The charge must be localised well inside the cell. Equation \eqref{eq:full} remains true for a wide Gaussian, but it loses its use well before $\sigma$ reaches $L$. For $\lambda=0$ the tail $T$ is about 1\% of the leading term at $\sigma=L/4$ and half of it at $\sigma=L/2$, where the $L^{-3}$ term already exceeds the leading one. The bound electron of a shallow donor may extend beyond the cell. Neighbouring orbitals then overlap, and the state computed is not that of an isolated dopant.

The value of $\varepsilon$ must match the calculation. Using the static constant for clamped ions makes the correction too small, since the ions have not contributed their screening.

The host must fill the cell uniformly. A slab used to study incorporation at a growth surface contains both semiconductor and vacuum, so no single $\varepsilon$ describes it, and the derivation does not apply. A host with an anisotropic dielectric tensor, or a cell that is not cubic, requires a lattice sum of its own in place of $\alpha$.

Finally, the response must be linear. The factor $\tfrac12$ in \eqref{eq:work} came from a potential that grows in proportion to the charge. If the electronic state of the defect changes with cell size, the energy difference contains more than electrostatics, and \eqref{eq:main} corrects only the electrostatic part. The values behind the table, with further digits, are in the numerical output that follows.

\section*{Values computed for the example and the checks}
\begin{verbatim}
alpha, split lattice sum: 2.83729748 (dimensionless)
alpha, direct sum of neutral cubes: 2.837297
site potential S of direct sum: -2.313699 (units q/L)
mean potential of direct sum: 0.52360 (units q/L)
integral of 1/r over unit cube: 2.380077
r^2 coefficient along 100, 110, 111: 2.0956, 2.0941, 2.0936 (units q/L^3)
2 pi/3 = 2.0944
model: eps = 12, sigma = 1.5 bohr, q = 1, T = 1000 K
lambda = 0 bohr: W_iso = 0.01567193 hartree, f2 = -0.18750 bohr^2
 L/bohr  W_per/hartree  then errors in millihartree: raw, after 1/L, after 1/L^3
   20  0.00990816  -5.76377  0.14726  3.8e-16
   30  0.01177488  -3.89706  0.04363  4.2e-15
   40  0.01273482  -2.93711  0.01841  3.6e-15
   60  0.01370704  -1.96489  0.00545  1.4e-15
 decay power from L = 30 to 60: raw 0.988, after 1/L correction 3.0000
lambda = 4 bohr: W_iso = 0.04602887 hartree, f2 = 1.03472 bohr^2
 L/bohr  W_per/hartree  then errors in millihartree: raw, after 1/L, after 1/L^3
   20  0.03930518  -6.72368  -0.81265  2.2e-05
   30  0.04184738  -4.18148  -0.24079  2.6e-09
   40  0.04297176  -3.05710  -0.10158  3.4e-13
   60  0.04402842  -2.00044  -0.03010  1.1e-14
 decay power from L = 30 to 60: raw 1.064, after 1/L correction 3.0000
cell edge 20 bohr = 1.0584 nm
leading correction, q = 1: 5.9110 millihartree = 0.1608 eV
leading correction, q = 2: 23.6441 millihartree = 0.6434 eV
k_B T = 0.08617 eV
concentration factor from leading term, q = 1: 6.466
lambda = 0 bohr, concentration over true model value: raw 6.172, corrected 0.955
lambda = 4 bohr, concentration over true model value: raw 8.358, corrected 1.293
\end{verbatim}
